# Rotating piezoelectric d and e matrices through full tensors

## Definitions and conventions

A piezoelectric crystal is described by its stress $T_{jk}$, strain $S_{jk}$, electric field $E_i$ and electric displacement $D_i$. Stress and strain are symmetric, repeated indices are summed from 1 to 3, and the response is taken as linear. At zero field,

$$D_i=d_{ijk}T_{jk},\qquad D_i=e_{ijk}S_{jk},\qquad T_{jk}=C_{jklm}S_{lm}.$$

The stiffness $C$ is therefore the one at constant field. The tensors $d_{ijk}$ and $e_{ijk}$ are symmetric in $jk$, since an antisymmetric part would drop out of the sums.

The matrix notation replaces a symmetric pair $jk$ by one index $J$, in the order 11, 22, 33, 23, 13, 12. Stress and strain are treated differently:

$$T_4=T_{23},\qquad S_4=2S_{23},$$

and likewise for columns 5 and 6. This choice makes $T_JS_J=T_{jk}S_{jk}$, because the double sum counts both 23 and 32.

The factors in the piezoelectric matrices follow. The 23 part of $D_i$ is, in terms of stress,

$$d_{i23}T_{23}+d_{i32}T_{32}=2d_{i23}T_4,$$

and in terms of strain,

$$e_{i23}S_{23}+e_{i32}S_{32}=e_{i23}(2S_{23})=e_{i23}S_4 .$$

Hence

$$d_{iJ}=\begin{cases}d_{ijk}&J\le3\\2d_{ijk}&J\ge4\end{cases},\qquad e_{iJ}=e_{ijk}\ \text{for all }J .$$

The converse effect at zero stress, $S_{jk}=d_{ijk}E_i$, agrees: $S_4=2S_{23}=2d_{i23}E_i=d_{i4}E_i$. The stiffness needs no factor, $C_{JL}=C_{jklm}$, because the doubled shear strain again absorbs the double counting.

A rotation is given by an orthogonal matrix $a$ whose **rows are the new axes written in old coordinates**. A vector transforms as $D'_i=a_{il}D_l$.

## A tilted crystal by hand

Take a tetragonal crystal of class 4mm with its polarization along $z$. Its $d$ matrix has three independent constants:

$$d=\begin{pmatrix}0&0&0&0&d_{15}&0\\0&0&0&d_{15}&0&0\\d_{31}&d_{31}&d_{33}&0&0&0\end{pmatrix}.$$

The matrix $e$ has the same form. Tilt the frame about $y$, so that the new $z$ axis leans from old $z$ towards old $x$. With $c=\cos\theta$ and $s=\sin\theta$,

$$a=\begin{pmatrix}c&0&-s\\0&1&0\\s&0&c\end{pmatrix}.$$

The coefficient $d'_{33}$ is the displacement along $z'$ per unit tensile stress along $z'$. It can be found without any rule for rotating tensors. A unit tension along $z'=(s,0,c)$ has the crystal-frame components

$$T_1=s^2,\qquad T_3=c^2,\qquad T_5=T_{13}=sc .$$

The original matrix gives $D_1=d_{15}sc$ and $D_3=d_{31}s^2+d_{33}c^2$. Projecting on $z'$,

$$d'_{33}=sD_1+cD_3=c\left[c^2d_{33}+s^2(d_{31}+d_{15})\right].$$

For $e'_{33}$ the load is a unit stretch along $z'$. The tensor components are the same, but the matrix needs the doubled shear, $S_5=2sc$. Then $D_1=2e_{15}sc$, $D_3=e_{31}s^2+e_{33}c^2$, and

$$e'_{33}=c\left[c^2e_{33}+s^2(e_{31}+2e_{15})\right].$$

The two matrices look alike but rotate differently: $d_{15}$ enters once and $e_{15}$ twice.

The tensor route must reproduce this. In $d'_{333}=a_{3l}a_{3m}a_{3n}d_{lmn}$ the contributing elements are $d_{333}=d_{33}$, $d_{311}=d_{31}$ and $d_{113}=d_{131}=d_{15}/2$. Their weights are $c^3$, $cs^2$, and $s^2c$ for each of the last two:

$$d'_{333}=c^3d_{33}+cs^2d_{31}+2s^2c\,\frac{d_{15}}2 .$$

This is the result above. For $e$ the two shear elements are each $e_{15}$, not half of it, so their sum is $2s^2c\,e_{15}$, again as found from the load.

### Numbers

Let $d_{31}=-35$, $d_{33}=90$ and $d_{15}=550$ pm/V. The stiffnesses $C_{11},C_{12},C_{13},C_{33},C_{44},C_{66}$ are 220, 130, 110, 150, 60 and 130 GPa. Since 1 pm/V equals 1 pC/N, the product of 1 pm/V and 1 GPa is $10^{-3}$ C/m². In the crystal frame $e=dC$ gives

$$\begin{aligned}
e_{31}&=d_{31}(C_{11}+C_{12})+d_{33}C_{13}=-12.25+9.90=-2.35,\\
e_{33}&=2d_{31}C_{13}+d_{33}C_{33}=-7.70+13.50=5.80,\\
e_{15}&=d_{15}C_{44}=33.0,
\end{aligned}$$

all in C/m². At $\theta=45^\circ$, $c^3=cs^2=0.35355$, so

$$d'_{33}=0.35355\,(90-35+550)=213.9\ \text{pm/V},$$

$$e'_{33}=0.35355\,(5.80-2.35+66.0)=24.55\ \text{C/m}^2 .$$

Most of $d'_{33}$ comes from $d_{15}$, which supplies $0.35355\times550=194.5$ pm/V. A field along $z'$ has a component across the polarization. That component shears the crystal, and the shear lengthens it along the tilted direction.

## Checking one element of e = dC

The value of $e'_{33}$ should also follow from $d'_{3J}C'_{J3}$. The remaining elements of row 3 of $d'$ use $a_{11}=c$, $a_{13}=-s$, $a_{31}=s$, $a_{33}=c$:

$$\begin{aligned}
d'_{31}&=c\left[s^2d_{33}+c^2d_{31}-s^2d_{15}\right]=-175.0,\\
d'_{32}&=c\,d_{31}=-24.75,\\
d'_{35}&=2d'_{313}=2s\left[c^2(d_{31}-d_{33})+(c^2-s^2)\frac{d_{15}}2\right]=-88.39,
\end{aligned}$$

in pm/V. The explicit 2 in the last line is the packing factor. The elements $d'_{34}$ and $d'_{36}$ vanish, since the tilt preserves the mirror plane normal to $y$.

Four factors of $a$ rotate the stiffness:

$$\begin{aligned}
C'_{33}&=s^4C_{11}+c^4C_{33}+2s^2c^2(C_{13}+2C_{44}),\\
C'_{13}&=s^2c^2(C_{11}+C_{33}-4C_{44})+(c^4+s^4)C_{13},\\
C'_{23}&=s^2C_{12}+c^2C_{13},\\
C'_{53}&=sc\left[s^2C_{11}-c^2C_{33}+(c^2-s^2)(C_{13}+2C_{44})\right].
\end{aligned}$$

At $45^\circ$ these are 207.5, 87.5, 120 and 17.5 GPa. The four products, in C/m², are

$$\begin{aligned}
d'_{31}C'_{13}&=-15.313, & d'_{32}C'_{23}&=-2.970,\\
d'_{33}C'_{33}&=44.384, & d'_{35}C'_{53}&=-1.547 .
\end{aligned}$$

They add up to 24.554 C/m², the value found by rotating $e$ itself. The shear product is small here, but the sum would miss the result without it.

## The general algorithm

For any $3\times6$ matrix $d$, any $6\times6$ stiffness $C$, the matrix $e=dC$ and any orthogonal $a$:

1. Unpack $d$ into $d_{ijk}$. Copy columns 1–3, and place half of each shear column in both $jk$ and $kj$.
2. Unpack $e$ and $C$ by copying every element into all positions related by the pair symmetries, without a factor.
3. Rotate with one factor of $a$ per index:

$$d'_{ijk}=a_{il}a_{jm}a_{kn}d_{lmn},\qquad e'_{ijk}=a_{il}a_{jm}a_{kn}e_{lmn},$$

$$C'_{ijkl}=a_{ip}a_{jq}a_{kr}a_{ls}C_{pqrs}.$$

4. Pack the results. Double the shear elements of $d'$ and leave those of $e'$ and $C'$ as they are.
5. Compare the matrix product $d'C'$ with $e'$.

### Why the identity survives

Substituting Hooke's law into $D_i=d_{ilm}T_{lm}$ gives $D_i=d_{ilm}C_{lmjk}S_{jk}$. This holds for every symmetric strain, so

$$e_{ijk}=d_{ilm}C_{lmjk}.$$

In the sum over $lm$, each normal pair occurs once and each shear pair twice. The two equal shear terms give $2d_{ilm}C_{lmjk}=d_{iL}C_{LJ}$, so the tensor relation becomes $e_{iJ}=d_{iL}C_{LJ}$ with no factor left over.

Now insert the rotated tensors:

$$d'_{ilm}C'_{lmjk}=a_{ip}a_{lq}a_{mr}d_{pqr}\;a_{ls}a_{mt}a_{ju}a_{kv}C_{stuv}.$$

Orthogonality gives $a_{lq}a_{ls}=\delta_{qs}$ and $a_{mr}a_{mt}=\delta_{rt}$. Therefore

$$d'_{ilm}C'_{lmjk}=a_{ip}a_{ju}a_{kv}\,d_{pqr}C_{qruv}=a_{ip}a_{ju}a_{kv}\,e_{puv}=e'_{ijk}.$$

Packing turns this into $e'=d'C'$. No crystal symmetry was used. Reflections and inversion are also covered; under inversion $d$ and $e$ change sign while $C$ does not.

The proof shows what a poor rotation matrix does. If $a$ is replaced by $ka$, then $d'$ and $e'$ each gain $k^3$ and $C'$ gains $k^4$, so $d'C'$ exceeds $e'$ by the factor $k^4$. For $k=1.01$ the computed ratio is 1.0406. Direction cosines rounded to two digits can thus spoil the check even when all shear factors are right.

The identity was tested on a random triclinic set, with all 18 elements of $d$ independent, under 20 random rotations. The largest difference between $d'C'$ and $e'$ was $1.4\times10^{-15}$ of the largest element of $e'$, which is rounding error. In the same test, unit stresses and strains were set up in the new frame, carried to the crystal frame, and applied to the original matrices, as in the hand calculation. The responses reproduced $d'$, $e'$ and $C'$.

## What a misplaced factor does

Suppose the two is omitted from $d$ both on unpacking and on packing: $d_{113}$ is set to $d_{15}$ instead of $d_{15}/2$, and the rotated shear elements are not doubled. The shear part of $d'_{33}$ then doubles, an excess of

$$cs^2d_{15}=194.5\ \text{pm/V}$$

at $45^\circ$. The result is 408.4 instead of 213.9 pm/V. Multiplying this wrong $d'$ by the correct $C'$ gives $e'_{33}=48.66$ C/m², which is 98% above the correct value.

Suppose instead that $e$ is treated like $d$. Its shear elements are halved on unpacking and doubled on packing, and $e'_{33}$ loses

$$cs^2e_{15}=11.67\ \text{C/m}^2,$$

falling to 12.89 C/m². The largest mismatch with $d'C'$ is then 50% of the largest element of the wrongly rotated $e$ matrix.

### Rotations that hide the error

Some rotations cannot reveal either mistake when, as here, the same wrong factor is used on unpacking and on packing. A signed permutation of the axes sends each shear pair to a single shear pair and each normal pair to a normal pair. A wrong factor introduced on unpacking is then removed on packing. All 48 signed permutations passed the identity with either wrong factor, even for the triclinic set. A $90^\circ$ turn about a coordinate axis is therefore no test of a factor that is wrong in both steps. A factor wrong in only one of them generally breaks the identity even when $a$ is the unit matrix.

For class 4mm, a turn by any angle about the polar axis is equally blind. The elements with first index 3 are $d_{31}$ times the unit matrix in the $xy$ plane, together with $d_{33}$. The shear elements $d_{\alpha\beta3}$, with $\alpha,\beta=1,2$, are a constant times $\delta_{\alpha\beta}$. Both forms are unchanged by the turn, whatever the constant is. The stiffness does change, because $C_{66}=130$ GPa differs from $(C_{11}-C_{12})/2=45$ GPa, yet $dC'=e$ still holds.

The identity also cannot tell $a$ from its transpose, since both are orthogonal. The transpose tilts the frame the other way. It leaves $d'_{33}$ unchanged, because the formula contains $s^2$, but turns $d'_{35}$ from $-88.39$ into $+88.39$ pm/V. The sense of rotation must be checked separately: the rows of $a$ have to be the intended new axes in old coordinates, or a load must be followed through as above.

## The stiffness must be at constant field

With a field present, the constitutive equations are

$$T=C S-e^{\mathsf T}E,\qquad D=eS+\varepsilon^SE,$$

where $\varepsilon^S$ is the permittivity at constant strain. If all three components of $D$ are held at zero, the second equation gives $E=-(\varepsilon^S)^{-1}eS$. Inserting this in the first gives the stiffness at constant displacement:

$$C^D=C+e^{\mathsf T}(\varepsilon^S)^{-1}e .$$

It cannot replace $C$ in $e=dC$. To find the error, note that at zero stress $S=d^{\mathsf T}E$, so the stress-free permittivity is $\varepsilon^T=\varepsilon^S+ed^{\mathsf T}$. Because $C$ is symmetric, $ed^{\mathsf T}=dCd^{\mathsf T}=de^{\mathsf T}$. Then

$$dC^D=e+de^{\mathsf T}(\varepsilon^S)^{-1}e=\varepsilon^T(\varepsilon^S)^{-1}e .$$

The error is the ratio of free to clamped permittivity. With clamped relative permittivities of 2000 across and 60 along the polar axis, the free values are 4050 and 138, so the ratios are about 2.0 and 2.3. The shear stiffness $C_{44}$ rises from 60 to 121.5 GPa, and the product at $45^\circ$ gives 50.05 instead of 24.55 C/m². A factor near two in a failed check may therefore come from the electrical boundary condition and not from the packing of shears.

## The best tilt for the longitudinal response

Write $A=d_{31}+d_{15}$. Then

$$d'_{33}=c\left[A-c^2(A-d_{33})\right],\qquad \frac{\mathrm d d'_{33}}{\mathrm dc}=A-3c^2(A-d_{33}).$$

Setting the derivative to zero gives

$$\cos^2\theta=\frac{A}{3(A-d_{33})},\qquad d'_{33,\max}=\tfrac23A\cos\theta .$$

For positive $A$ this is a maximum inside the range $0<\theta<90^\circ$ if $d_{33}<2A/3$ (a maximum of the signed coefficient; for negative $d_{33}$ the magnitude can still be largest on the polar axis). Otherwise the derivative is not negative for $0\le c\le1$, and the polar axis itself is best. In the example $A=515$ pm/V, so $\cos^2\theta=515/1275$, $\theta=50.5^\circ$ and the maximum is 218 pm/V. At $\theta=90^\circ$ the coefficient vanishes: stress along old $x$ produces a displacement along old $z$, which is then perpendicular to $z'$.

The optimum assumes that the crystal stays in one domain. In some ferroelectrics, such as tetragonal barium titanate, the polarization can also lie along old $x$. A field $E$ along $z'$ gives the polarization $P_s$ an energy density $-P_sE\cos\theta$ if it points along old $z$, and $-P_sE\sin\theta$ if it points along old $x$. Beyond $45^\circ$ the second is lower, so at the optimum tilt of the example the field favours $90^\circ$ switching, as long as the polarization it induces stays small beside $P_s$.

## Relation to a real crystal

The input constants are rough, rounded values typical of single-domain tetragonal barium titanate near room temperature. The large $d_{15}$ belongs to that case, and $d'_{33}$ at $45^\circ$ inherits its uncertainty. The value of $e_{31}$ is uncertain for another reason: it is a small difference of two larger terms. Independent errors of 5% in $d_{31}$, $d_{33}$ and the stiffnesses give it an error of about 1 C/m², nearly half its size. Real crystals depart from the linear, fixed-temperature, single-domain model, and three estimates at the $45^\circ$ tilt show by how much.

**Temperature** has the largest effect of the three for the disturbances assumed here; another cooling, domain share or field could change the order. In this crystal $d_{15}$ grows with the transverse permittivity, which rises on cooling towards the orthorhombic phase. Assume that $d_{15}$ varies inversely with the distance to a softening temperature 50 K below the working point, and hold the other constants fixed. Cooling by 10 K then multiplies $d_{15}$ by $50/40$ and raises $d'_{33}$ by 23%. The 50 K is an assumption, so this is a size and not a prediction.

**Residual domains** come next. An antiparallel domain has the opposite $d$ and the same $C$. If stress and field are uniform, a volume share $f$ of such domains multiplies $d$ by $(1-f)-f=1-2f$. A share of 5% lowers $d'_{33}$ by 10%. Under the same assumption $C$ is unchanged, so $e$ is scaled by the same factor. At a real wall the field is not uniform under every load, because the normal component of $D$ must be continuous. For flat walls normal to old $x$, $d$ still scales by $1-2f$, but the shear compliance $1/C_{55}$ is multiplied by $1-4f(1-f)\,d_{15}e_{15}/\varepsilon^T_{11}$. At $f=5\%$, $C_{55}$ rises from 60 to 66 GPa and $e'_{33}$ falls by only 1%. The relation $e=dC$ survives between the effective constants.

**Quadratic electrostriction** is smaller at low field. The strain is taken as quadratic in the polarization $P$:

$$S_3=Q_{11}P_3^2+Q_{12}P_1^2,\quad S_1=Q_{11}P_1^2+Q_{12}P_3^2,\quad S_5=Q_{44}P_1P_3 .$$

Expand about $P_3=P_s$ with a linear dielectric response, in which the field changes $P_i$ by $\varepsilon^T_{ii}E_i$ (no sum; $\varepsilon_0$ is neglected beside $\varepsilon^T$). The terms linear in the field give

$$d_{33}=2Q_{11}P_s\varepsilon^T_{33},\quad d_{31}=2Q_{12}P_s\varepsilon^T_{33},\quad d_{15}=Q_{44}P_s\varepsilon^T_{11}.$$

With $P_s=26$ µC/cm², the example's constants imply $Q_{11}=0.14$, $Q_{12}=-0.055$ and $Q_{44}=0.059$ m⁴/C². These follow from the rough inputs and are not measured values: they give a spontaneous strain $(Q_{11}-Q_{12})P_s^2$ of 1.3%, against about 1.1% in barium titanate. At 1 kV/cm along $z'$ the linear strain is $2.14\times10^{-5}$ and the quadratic part $2.9\times10^{-7}$, or 1.3% of it. This ratio grows in proportion to the field. Nonlinear dielectric response is left out. It can be of similar size and of opposite sign, so the 1.3% is only an order of magnitude and the net departure from linearity may be smaller.

The rotation is accurate to rounding error, but the material result is not. For a real crystal of this kind, $d'_{33}$ at $45^\circ$ is roughly 200 pm/V if $d_{15}$ is close to the value used here. With $d_{15}=400$ pm/V and the other constants unchanged it would be 161 pm/V. Temperature and domain state may change it by further tens of percent. The full set of rotated matrices is in the numerical output.

## Computed values

```
input d31, d33, d15 (pm/V): -35 90 550
input C11 C12 C13 C33 C44 C66 (GPa): 220 130 110 150 60 130
e31, e33, e15 (C/m2): -2.350 5.800 33.000
tilt about y (degrees): 45.0
d' (pm/V) row 1: -213.90 24.75 175.01 0.00 88.39 0.00
d' (pm/V) row 2: 0.00 0.00 0.00 388.91 0.00 -388.91
d' (pm/V) row 3: -175.01 -24.75 213.90 0.00 -88.39 0.00
e' (C/m2) row 1: -24.554 1.662 22.115 0.000 2.881 0.000
e' (C/m2) row 2: 0.000 0.000 0.000 23.335 0.000 -23.335
e' (C/m2) row 3: -22.115 -1.662 24.554 0.000 -2.881 0.000
C' (GPa) row 1: 207.50 120.00 87.50 0.00 17.50 0.00
C' (GPa) row 2: 120.00 220.00 120.00 0.00 10.00 0.00
C' (GPa) row 3: 87.50 120.00 207.50 0.00 17.50 0.00
C' (GPa) row 4: 0.00 0.00 0.00 95.00 0.00 35.00
C' (GPa) row 5: 17.50 10.00 17.50 0.00 37.50 0.00
C' (GPa) row 6: 0.00 0.00 0.00 35.00 0.00 95.00
term d'31 C'13 (C/m2): -15.3133
term d'32 C'23 (C/m2): -2.9698
term d'33 C'33 (C/m2): 44.3842
term d'35 C'53 (C/m2): -1.5468
sum of terms, e'33 (C/m2): 24.5543
example relative gap e' vs d'C': 4.3e-16
largest triclinic gap, 20 rotations: 1.4e-15
no two in d: d'33 (pm/V): 408.35
no two in d: e'33 from d'C' (C/m2): 48.662
no two in d: largest gap / largest e' (%): 98.2
two put in e: e'33 (C/m2): 12.887
two put in e: largest gap / largest e' (%): 50.0
signed permutations blind to the factor: 48
a scaled by 1.01: ratio d'C'/e': 1.0406
opposite rotation: d'35 (pm/V): 88.39
best tilt for d'33 (degrees): 50.54
largest d'33 (pm/V): 218.20
clamped relative permittivity 11, 33: 2000 60
free relative permittivity 11, 33: 4050 138
C44 at constant displacement (GPa): 121.5
e'33 from that stiffness (C/m2): 50.047
polarization (uC/cm2): 26; field (kV/cm): 1
deduced Q11, Q12, Q44 (m4/C2): 0.1421 -0.0553 0.0590
linear strain along new z: 2.139e-05
quadratic strain along new z: 2.860e-07
quadratic / linear strain (%): 1.34
assumed distance to softening (K): 50
d'33 change on cooling by 10 K (%): 22.7
antiparallel domain share (%): 5
d'33 change from these domains (%): -10.0
```
